# Fixed fractional spin occupations and the flat-plane test for helium

Pull two He⁺ ions infinitely far apart while their two electrons stay in a singlet. Neither ion has a preferred spin direction: each holds, on average, half an up electron and half a down electron. The energy per ion must still be that of an ordinary He⁺ ion. A spin-restricted calculation describes each ion with occupations (½,½), and its energy per ion can be wrong by several electronvolts.

Fixing the spin-orbital occupations by hand reproduces this situation on a single atom. This guide explains what the setting computes, what the exact answer is, and how to read the difference. The atom is a fixed, nonrelativistic helium nucleus, $Z=2$, without a magnetic field. Algebra is in atomic units and energies are quoted in eV.

## What the exact surface looks like

Let $n_\uparrow,n_\downarrow$ lie between 0 and 1, with $N=n_\uparrow+n_\downarrow$. A fractional number is an average over an ensemble of states with whole electrons. The exact $E(n_\uparrow,n_\downarrow)$ is the lowest ensemble energy with these averages. The Hamiltonian conserves both spin numbers, so only the probabilities $p_k$ of sectors with definite electron numbers matter, not coherences between sectors.

Let $E_M$ be the lowest energy with $M$ electrons, $E_0=0$, and assume that $E_M$ is convex in $M$: each added electron lowers the energy by no more than the previous one did. Join the points $E_M$ by straight segments to form a function $e(x)$, which is then convex. If sector $k$ has $M_k$ electrons,
$$\sum_k p_kE_{M_k}=\sum_k p_k\,e(M_k)\ \ge\ e\Big(\sum_k p_kM_k\Big)=e(N).$$

The bound is reached. For $N\le1$, mix He²⁺, He⁺↑ and He⁺↓ with weights $1-N,\ n_\uparrow,\ n_\downarrow$. For $N\ge1$, mix He, He⁺↑ and He⁺↓ with weights $N-1,\ 1-n_\downarrow,\ 1-n_\uparrow$. The mean up number of the second mixture is $(N-1)+(1-n_\downarrow)=n_\uparrow$, as required; the down number follows likewise. The two ions have equal energy, so
$$E=\begin{cases}N E_1,&N\le1\\(2-N)E_1+(N-1)E_2,&N\ge1.\end{cases}\tag{1}$$

These are two flat pieces joined along $N=1$, where the energy is constant whatever the spin mixture. As a test, a small Fock space was diagonalized and the ensemble energy minimized over all its sectors; the result agreed with (1) built from that space's own $E_1$ and $E_2$.

The ion has $E_1=-Z^2/2$, or −54.423 eV. For $E_2$, use $s=r_1+r_2$, $t=r_1-r_2$ and $u=r_{12}$. Since $u\,du=r_1r_2\sin\theta\,d\theta$ at fixed $r_1,r_2$, and $r_1r_2=(s^2-t^2)/4$, the volume element is proportional to $u(s^2-t^2)\,ds\,dt\,du$. With $\hat u=(\mathbf r_1-\mathbf r_2)/u$, the chain rule gives the kinetic energy density of a real function $f$,
$$f_s^2+f_t^2+f_u^2+f_sf_u(\hat r_1-\hat r_2)\cdot\hat u+f_tf_u(\hat r_1+\hat r_2)\cdot\hat u,$$
where the law of cosines yields
$$(\hat r_1-\hat r_2)\cdot\hat u=\frac{2s(u^2-t^2)}{u(s^2-t^2)},\qquad(\hat r_1+\hat r_2)\cdot\hat u=\frac{2t(s^2-u^2)}{u(s^2-t^2)}.$$
The potential is $-4Zs/(s^2-t^2)+1/u$. Minimizing over 22 functions $e^{-1.9s}s^lu^nt^{2m}$ with $l+n+2m\le4$ gives $E_2=-79.01$ eV. This is a variational upper bound; the last increase of degree lowered it by 0.002 eV.

## What the occupation setting does

Each spin has one spatial orbital $\varphi_\sigma$, real, normalized and of s type. Its occupation is held fixed while the orbital relaxes. The density matrix and density are
$$\gamma_\sigma(\mathbf r,\mathbf r')=n_\sigma\varphi_\sigma(\mathbf r)\varphi_\sigma(\mathbf r'),\qquad \rho_\sigma=n_\sigma\varphi_\sigma^2.$$
The approximate energy is
$$E=\sum_\sigma n_\sigma\langle\varphi_\sigma|h|\varphi_\sigma\rangle+\tfrac12\!\iint\!\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}+E_{xc},$$
with $h=-\tfrac12\nabla^2-Z/r$ and $\rho=\rho_\uparrow+\rho_\downarrow$. Define the operator $F_\sigma$ by $dE=\sum_\sigma\mathrm{Tr}\,F_\sigma\,d\gamma_\sigma$. Changing the orbitals and the occupations together gives
$$dE=\sum_\sigma\big[dn_\sigma\langle\varphi_\sigma|F_\sigma|\varphi_\sigma\rangle+2n_\sigma\langle d\varphi_\sigma|F_\sigma|\varphi_\sigma\rangle\big].\tag{2}$$

At fixed occupations the second term must vanish for every $d\varphi_\sigma$ that preserves the norm, that is, every $d\varphi_\sigma$ orthogonal to $\varphi_\sigma$. Hence $F_\sigma\varphi_\sigma=\varepsilon_\sigma\varphi_\sigma$ whenever $n_\sigma>0$. An empty channel does not enter the energy and should be left out of the convergence criterion.

Now vary an occupation and let the orbitals follow. The second term of (2) becomes $2n_\sigma\varepsilon_\sigma\langle d\varphi_\sigma|\varphi_\sigma\rangle$, which is zero because the norm is fixed. What remains is
$$\frac{\partial E}{\partial n_\sigma}=\varepsilon_\sigma.\tag{3}$$

This is a sensitive check that the solution is converged and that $F_\sigma$ is the derivative of the energy being reported. It does not confirm the values of the occupations, since (3) holds at any occupations; check those separately through $\mathrm{Tr}\,\gamma_\sigma=n_\sigma$. Compare the orbital energy with a centred energy difference. For PBE at (0.6,0.3), both give −42.980 eV for up and −40.112 eV for down.

**Matrix form.** Expand $\varphi_\sigma=\sum_i c_{i\sigma}\chi_i$ in Gaussians with overlap matrix $S$. The equation becomes $F_\sigma c_\sigma=\varepsilon_\sigma Sc_\sigma$. PBE has $E_{xc}=\int f\,d^3r$, with $f$ depending on the densities and on $g_{\sigma\tau}=\nabla\rho_\sigma\cdot\nabla\rho_\tau$. Varying $\rho_\sigma$, with $\bar\sigma$ the opposite spin, gives the matrix
$$V^\sigma_{ij}=\int\Big[\frac{\partial f}{\partial\rho_\sigma}\chi_i\chi_j+\Big(2\frac{\partial f}{\partial g_{\sigma\sigma}}\nabla\rho_\sigma+\frac{\partial f}{\partial g_{\uparrow\downarrow}}\nabla\rho_{\bar\sigma}\Big)\cdot\nabla(\chi_i\chi_j)\Big]d^3r.$$
The factor 2 comes from differentiating the square $g_{\sigma\sigma}$. LDA keeps the first term alone. The LDA numbers below use Slater exchange with Perdew-Wang 1992 correlation. The VWN5 and Perdew-Zunger fits move the tabulated values by up to 0.02 eV, and the VWN fit to RPA correlation lowers the (1,1) energy by about 1 eV. For s orbitals, gradients are radial derivatives and $d^3r=4\pi r^2dr$.

**Convergence.** With $P=cc^T$, the residual $R=FPS-SPF$ vanishes at a solution, since $FPS=\varepsilon Scc^TS$ is symmetric. Conversely, $R=0$ applied to $c$, with $c^TSc=1$, gives $Fc=Sc\,(c^TFc)$, the equation to be solved. Each iteration mixes stored matrices, $F=\sum_ka_kF_k$, with $\sum_ka_k=1$ and $|\sum_ka_kR_k|^2$ as small as possible. With a multiplier $\mu$ for the constraint, the conditions are $\sum_lB_{kl}a_l+\mu=0$, where $B_{kl}$ is the scalar product of residuals $k$ and $l$. The lowest eigenvector of the mixed matrix in each spin then receives the prescribed occupation.

## Two deviations, two questions

Let $D$ be the approximate energy minus the exact surface (1). It answers how wrong the energy is. Let $\Delta$ be the approximate energy minus the surface (1) built from the approximation's own $E_1$ and $E_2$. It answers how wrong the shape is. If $\delta_1,\delta_2$ are the errors of the approximate corners, subtraction gives
$$D=\Delta+\begin{cases}N\delta_1,&N\le1\\(2-N)\delta_1+(N-1)\delta_2,&N\ge1.\end{cases}$$

For LDA at (½,0), $\Delta=-2.72$ eV and $\delta_1=1.59$ eV, so $D=-2.72+0.79=-1.93$ eV. Part of the shape error is hidden by a corner error of opposite sign. The values of $D\,/\,\Delta$ in eV are:

| Occupations | LDA | PBE | Hartree-Fock |
|---|---|---|---|
| (½,0) | −1.93 / −2.72 | −2.78 / −2.86 | 0.00 / 0.00 |
| (1,0) | 1.59 / 0 | 0.17 / 0 | 0.00 / 0 |
| (½,½) | 3.78 / 2.20 | 2.67 / 2.50 | 8.125 / 8.125 |
| (1,½) | −0.40 / −2.14 | −1.84 / −2.07 | 0.89 / 0.32 |
| (1,1) | 1.89 / 0 | 0.29 / 0 | 1.14 / 0 |

The plot below shows $D$ rounded to whole eV. Digits are zero or positive; a, b, c mean −1, −2, −3. In each panel $n_\uparrow$ runs from 0 to 1, left to right.

```
n_down   LDA          PBE          HF
1.0  21000000012  00aabbbba00  00011111111
0.9  02210000001  a100aabbaa0  03333222211
0.8  a1321100000  b0210aaabaa  03554433221
0.7  a0232110000  ba1210aaabb  02576554321
0.6  ba124321000  ca01310aabb  02468765321
0.5  ba012431100  cba01310aab  02357875421
0.4  baa01242100  cbaa01310ab  01345786431
0.3  baaa0123210  bbbaa01210a  01234567531
0.2  aaaaa012320  bbbbaa0120a  01123345530
0.1  aaaaaaa0121  aabbbbaa010  00111222330
0.0  0aabbbbaa02  0abbcccbba0  00000000000
```

The diagonal from upper left to lower right is $N=1$. All three approximations have their largest positive error at its centre. PBE has much better ion and atom energies than LDA, yet the root-mean-square $D$ over the 121 points is about the same, 1.45 against 1.43 eV. The digits and the order depend on the sampling: an 8×8 grid of cell midpoints gives 1.39 eV for PBE and 1.51 eV for LDA. Either way, accuracy at integer occupations does not certify the surface between them.

## Half up, half down: the fractional-spin error

Take the orbital of the (1,0) ion and, without letting it relax, change the occupations to (½,½). The total density matrix is unchanged, so the one-body and Hartree energies are too. Only exchange and correlation can change.

For one orbital per spin, Hartree-Fock exchange is $-\tfrac12(n_\uparrow^2+n_\downarrow^2)J$, where $J$ is the Coulomb repulsion of the orbital density with itself. It goes from $-J/2$ to $-J/4$, a cost of $J/4$. For an orbital $\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$, the electrostatic potential is
$$v(r)=\frac1r-e^{-2\zeta r}\Big(\frac1r+\zeta\Big).$$
Indeed $(rv)''=-4\zeta^3re^{-2\zeta r}=-4\pi r\rho$, with $rv\to0$ at the nucleus and $rv\to1$ far away. Integrating against the density,
$$J=4\zeta^3\int_0^\infty r^2e^{-2\zeta r}v\,dr=\zeta-\frac\zeta4-\frac\zeta8=\frac{5\zeta}8.\tag{4}$$
With $\zeta=2$ the cost is $5/16$ hartree, or 8.504 eV. Relaxation recovers 0.379 eV, leaving 8.125 eV.

LDA exchange is proportional to $-\int(\rho_\uparrow^{4/3}+\rho_\downarrow^{4/3})$. Splitting the density equally multiplies it by $2(\tfrac12)^{4/3}=2^{-1/3}\approx0.79$, a milder loss than the factor ½ of Hartree-Fock. It costs 2.937 eV. Correlation returns 0.705 eV and relaxation 0.037 eV, so $\Delta\approx2.20$ eV. For PBE the sum is $2.800-0.265-0.039=2.496$ eV.

For the separated singlet, the restricted energy is twice the (½,½) energy. Relative to two ions in the same approximation, the error is therefore about 16.25 eV in Hartree-Fock, 4.99 eV in PBE and 4.39 eV in LDA. To obtain the energy of one isolated ion, use occupations (1,0). Use (½,½) to diagnose what a restricted stretched bond will do.

## Half an electron: the fractional-charge error

The edge (n,0) describes a different situation: one electron shared between distant nuclei. In Hartree-Fock the self-repulsion $n^2J/2$ and the exchange $-n^2J/2$ cancel. The energy is $n\langle h\rangle$, whose minimum is $nE_1$, so this edge is exact apart from basis error.

In LDA the cancellation fails mainly because the two terms scale differently with $n$, and partly because they already differ in size at $n=1$ ($J/2=0.609$ against $|E_x|=0.523$ hartree for the LDA orbital). Keep the orbital fixed, ignore correlation, and let $E_x<0$ be the exchange energy at $n=1$. Relative to the straight line between the endpoints,
$$\Delta\approx\frac J2(n^2-n)+|E_x|(n-n^{4/3}).$$
At $n=\tfrac12$ this is $-J/8+\tfrac12|E_x|(1-2^{-1/3})$. The numbers of the previous section supply both terms: $J/4=8.50$ eV and $|E_x|(1-2^{-1/3})=2.94$ eV. The estimate is $\tfrac12(-8.50+2.94)=-2.78$ eV, close to the self-consistent −2.72 eV. The closeness is partly a cancellation, because this estimate takes $J$ from the exact orbital and $E_x$ from the LDA orbital. With the LDA orbital in both terms ($J=1.219$ rather than 1.25 hartree) it becomes −2.68 eV; correlation then adds 0.035 eV and orbital relaxation −0.080 eV, which gives −2.72 eV.

LDA and PBE lie below their own straight lines at all sampled interior points of this edge and of the edge (1,n). The sampling step is 0.1; very close to (1,0), at $n=10^{-3}$ and $10^{-4}$ on the edge (1,n), PBE lies about a meV above its line. Apart from that narrow region they favour spreading a fractional charge, while at (½,½) they penalize a fractional spin. One number cannot summarize both errors, so a useful scan includes (½,0), (½,½) and (1,½) as well as the corners.

## Why Hartree-Fock lies above its own flat surface

For one orbital per spin, the like-spin Coulomb and exchange terms cancel and
$$E_{\rm HF}=\min_{\varphi_\uparrow,\varphi_\downarrow}\big[n_\uparrow h_\uparrow+n_\downarrow h_\downarrow+n_\uparrow n_\downarrow J_{\uparrow\downarrow}\big],$$
where $h_\sigma=\langle\varphi_\sigma|h|\varphi_\sigma\rangle$ and $J_{\uparrow\downarrow}$ is the repulsion between the two orbital densities. At fixed orbitals and fixed $n_\downarrow$, the bracket is a straight line in $n_\uparrow$. The minimum of a family of straight lines is concave, so it lies on or above its chords. Using this first for $n_\uparrow$ and then for $n_\downarrow$, with Hartree-Fock corner energies,
$$E_{\rm HF}\ge n_\uparrow n_\downarrow E_2+\big[n_\uparrow(1-n_\downarrow)+n_\downarrow(1-n_\uparrow)\big]E_1.$$

Subtract the Hartree-Fock flat surface. For $N\le1$ the remainder is $n_\uparrow n_\downarrow(E_2-2E_1)$. For $N\ge1$ the coefficient of $E_2$ is $n_\uparrow n_\downarrow-N+1=(1-n_\uparrow)(1-n_\downarrow)$ and that of $E_1$ is $-2$ times this. Since $n_\uparrow n_\downarrow-(1-n_\uparrow)(1-n_\downarrow)=N-1$, both cases read
$$\Delta_{\rm HF}\ge(E_2-2E_1)\min\big[n_\uparrow n_\downarrow,(1-n_\uparrow)(1-n_\downarrow)\big].$$

Here $E_2-2E_1=-77.87+108.85=30.98$ eV is positive, so $\Delta_{\rm HF}\ge0$ over the whole square. At (½,½) the lower bound is 7.74 eV.

An upper bound follows from one exponential orbital for both spins. Its kinetic energy is $\zeta^2/2$, its nuclear attraction is $-Z\zeta$, and (4) gives the repulsion:
$$E(\zeta)=N\Big(\frac{\zeta^2}2-Z\zeta\Big)+\frac58n_\uparrow n_\downarrow\zeta.$$
The minimum is at $\zeta=Z-5n_\uparrow n_\downarrow/(8N)$, with energy $-N\zeta^2/2$. At (½,½), $\zeta=2-5/32=1.844$, which gives $\Delta_{\rm HF}\le8.17$ eV. The computed 8.125 eV lies between the bounds.

The concavity argument needs the lowest solution, whereas self-consistency guarantees a stationary one. It is therefore wise to repeat key points from different starting orbitals. Here an asymmetric start at (½,½) and (1,1) returned the same Hartree-Fock energies.

## The missing ridge and orbital energies

Cross $N=1$ along $n_\uparrow=n_\downarrow=N/2$. By (1), the exact slope changes abruptly from $E_1=-54.4$ eV to $E_2-E_1=-24.6$ eV, a jump of 29.8 eV. By (3), the approximate slope is $\tfrac12(\varepsilon_\uparrow+\varepsilon_\downarrow)$. At (½,½) it is −38.4 eV in LDA, −39.1 eV in PBE and −38.6 eV in Hartree-Fock.

To look for a jump, form $[E(1+d)-2E(1)+E(1-d)]/d$. A real jump would survive as $d\to0$; a smooth curve gives a value proportional to $d$. Halving $d$ from 0.04 to 0.02 reduces the LDA value from 1.01 to 0.51 eV, and the other two also halve. None of the three surfaces shows a ridge there. An orbital energy at (½,½) should therefore not be read as either the energy to remove an electron or the energy gained by adding one.

## Where this reading applies

The corners must be bound states, or the map will depend on how far the basis lets an electron escape. Negative orbital energies of a spin-symmetric solution do not prove binding. Restricted Hartree-Fock H⁻ has $\varepsilon=-0.046$ hartree, yet its energy, $-0.488$ hartree, lies above that of H, and the unrestricted energy moves toward $-0.5$ as the basis is made more diffuse. For helium, $E_2<E_1$ in all three approximations, and the down orbital energy at the points sampled along (1,n) with $n\ge10^{-4}$ stays below −15 eV. In PBE this level rises as the down channel empties (−25, −20 and −13 eV at $n=10^{-3}$, $10^{-4}$ and $10^{-5}$, against about −29 eV in LDA), so the orbital energy of a nearly empty channel should not be read as a binding energy. The analysis also assumes one s orbital per spin. Open p or d shells add orbital degeneracy, and then the choice of which orbitals share the occupation becomes part of the question. The numerical check that accompanies this guide covers the helium map, the flat surface (1), the slope relation (3), the fractional-spin costs, the Hartree-Fock bounds and the ridge test; the frozen-orbital estimate at (½,0) is only compared by hand with the computed value.

## Numbers as computed

```
nuclear charge 2; s Gaussians 16; map points 121
exponents 0.214 to 29328 1/angstrom^2
radial grid 320 points to 10.58 angstrom
exact E1 -54.423 eV = -2.00000 hartree
exact E2 -79.014 eV = -2.90371 hartree (22 terms)
E2 change from previous degree -0.0019 eV
ensemble minimum vs plane, max error 1.2e-14 eV
SCF vs independent code, max error 1.8e-09 eV
orbital energy / finite-difference slope at (0.6,0.3), eV
LDA: up -42.096 / -42.096  down -39.441 / -39.441
PBE: up -42.980 / -42.980  down -40.112 / -40.112
HF: up -44.955 / -44.955  down -35.086 / -35.086
(n_up,n_down): energy, D, Delta in eV
LDA (0.5,0.0): -29.142, -1.931, -2.723
LDA (1.0,0.0): -52.838, +1.585, +0.000
LDA (0.5,0.5): -50.642, +3.781, +2.196
LDA (1.0,0.5): -67.121, -0.403, -2.138
LDA (1.0,1.0): -77.129, +1.885, +0.000
PBE (0.5,0.0): -29.990, -2.779, -2.864
PBE (1.0,0.0): -54.253, +0.170, +0.000
PBE (0.5,0.5): -51.757, +2.666, +2.496
PBE (1.0,0.5): -68.556, -1.837, -2.069
PBE (1.0,1.0): -78.721, +0.293, +0.000
HF (0.5,0.0): -27.211, +0.000, +0.000
HF (1.0,0.0): -54.423, +0.000, +0.000
HF (0.5,0.5): -46.298, +8.125, +8.125
HF (1.0,0.5): -65.826, +0.892, +0.320
HF (1.0,1.0): -77.870, +1.144, +0.000
D on N=1 for n_up = 0.5,0.6,0.7,0.8,0.9,1.0, eV
LDA: +3.781 +3.700 +3.455 +3.038 +2.435 +1.585
PBE: +2.666 +2.579 +2.316 +1.864 +1.196 +0.170
HF: +8.125 +7.796 +6.812 +5.177 +2.902 +0.000
D over map, eV: min (at), max (at), rms
LDA: -1.931 (0.0,0.5), +3.781 (0.5,0.5), 1.427
PBE: -2.779 (0.0,0.5), +2.666 (0.5,0.5), 1.453
HF: +0.000 (0.0,0.0), +8.125 (0.5,0.5), 3.328
(1,0)->(0.5,0.5), eV: exchange, correlation, relaxation, total
LDA: +2.937, -0.705, -0.037, +2.196
PBE: +2.800, -0.265, -0.039, +2.496
HF: +8.504, +0.000, -0.379, +8.125
exact slopes in N at N=1: -54.423, -24.591 eV; jump 29.832 eV
slope at (0.5,0.5); slope change for dN = 0.04, 0.02, eV
LDA: -38.387; 1.012, 0.506
PBE: -39.128; 1.037, 0.519
HF: -38.553; 0.589, 0.295
HF Delta bounds at (0.5,0.5): 7.744 to 8.171 eV
map of D, whole eV (a=-1,b=-2..); n_up 0 to 1: LDA, PBE, HF
n_down 1.0  21000000012  00aabbbba00  00011111111
n_down 0.9  02210000001  a100aabbaa0  03333222211
n_down 0.8  a1321100000  b0210aaabaa  03554433221
n_down 0.7  a0232110000  ba1210aaabb  02576554321
n_down 0.6  ba124321000  ca01310aabb  02468765321
n_down 0.5  ba012431100  cba01310aab  02357875421
n_down 0.4  baa01242100  cbaa01310ab  01345786431
n_down 0.3  baaa0123210  bbbaa01210a  01234567531
n_down 0.2  aaaaa012320  bbbbaa0120a  01123345530
n_down 0.1  aaaaaaa0121  aabbbbaa010  00111222330
n_down 0.0  0aabbbbaa02  0abbcccbba0  00000000000
```
